\section*{Finding where vacuum states fill in a charged periodic slab cell}

\section{What symmetry and dimensions already fix}

A slab carries $n$ extra electrons per area and is repeated along $z$ with period $L$. A periodic cell must be neutral, so a uniform positive background of density $n/L$ is added. Electrostatics then offers one energy per length,
\begin{equation}
A=\frac{e^2n}{\varepsilon_0},
\end{equation}
and, for a thin slab, one length, $L$. The electron potential energy must therefore fall from the slab to the middle of the vacuum by a pure number times $AL$. As long as all the extra electrons stay in the slab, the fall grows in proportion to the cell height. If the Fermi level lies a depth $\Phi$ below the potential just outside the slab, the vacuum must start to fill at a height proportional to $\Phi/A$, apart from corrections for slab thickness and zero-point energy.

Reflection symmetry fixes the number. Put the slab centre at $z=0$. The field vanishes at $z=0$ and, by reflection and periodicity, at $z=L/2$. Write $V_H$ for the electrostatic potential energy of an electron, $n_e(z)$ for the electron density and $\varepsilon(z)$ for the relative permittivity of the slab's bound charge. Gauss's law for the potential $-V_H/e$ and the charge density $e(n/L-n_e)$ reads
\begin{equation}
-\frac{\varepsilon_0}{e^2}\frac{d}{dz}\!\left(\varepsilon\frac{dV_H}{dz}\right)=n_e-\frac nL .
\label{poisson}
\end{equation}
Integrating from $0$, with $N(z)=\int_0^z n_e\,dz'$, gives
\begin{equation}
\varepsilon\,\frac{dV_H}{dz}=\frac{e^2}{\varepsilon_0}\left(\frac{nz}{L}-N(z)\right).
\label{field}
\end{equation}
Outside the slab $\varepsilon=1$ and $N=n/2$, so the slope is $(A/L)(z-L/2)$. A second integration gives
\begin{equation}
V(z)=V_c+\frac{A}{2L}\left(z-\frac L2\right)^2 ,
\label{parabola}
\end{equation}
where $V$ is the total potential energy and $V_c$ its value at the vacuum centre. Continued to $z=0$, the parabola stands $AL/8$ above $V_c$: the pure number is $1/8$.

\section{The onset condition}

The background has made a harmonic well in empty space. Comparing Eq.~\eqref{parabola} with $\tfrac12m\omega^2(z-L/2)^2$ gives $m\omega^2=A/L$, hence
\begin{equation}
(\hbar\omega)^2=\frac{A\hbar^2}{mL}.
\end{equation}
The lowest vacuum level is $V_c+\hbar\omega/2$, provided its orbital does not reach the slab. At zero temperature it begins to fill when it meets the Fermi level $\mu$. Define $\Phi$ as the depth of $\mu$ below the continued parabola,
\begin{equation}
\Phi(L)=V_c+\frac{AL}{8}-\mu .
\label{phi}
\end{equation}
Setting $\mu=V_c+\hbar\omega/2$ gives the onset height $L_c$:
\begin{equation}
\frac{AL_c}{8}=\Phi(L_c)+\frac{\hbar\omega(L_c)}2 .
\label{onset}
\end{equation}

$\Phi$ is not a measured work function, because the real potential does not follow the parabola into the slab. To find the difference, integrate the true slope, Eq.~\eqref{field}, and the parabola's slope from $0$ to a point outside, where the two potentials agree. The continued parabola at $z=0$ exceeds $V_H(0)$, with $V_H$ and $V$ equal outside, by
\begin{equation}
A\int_0^\infty\!\left[\frac12-\frac{N}{n\varepsilon}-\frac zL\left(1-\frac1\varepsilon\right)\right]dz
=A\delta-\frac{AM}{L},
\label{offset}
\end{equation}
with $\delta=\int_0^\infty[\tfrac12-N/(n\varepsilon)]dz$ and $M=\int_0^\infty z(1-1/\varepsilon)dz$. The integrands vanish outside the slab, so the upper limit may be taken to infinity.

For $\varepsilon=1+(\varepsilon_s-1)u$ with $u=e^{-z^2/b^2}$, we have $z\,dz=-b^2du/(2u)$, and
\begin{equation}
M=\frac{b^2}{2}\int_0^1\frac{\varepsilon_s-1}{1+(\varepsilon_s-1)u}\,du=\frac{b^2}{2}\ln\varepsilon_s .
\end{equation}
If the slab orbital and $\mu-V_H(0)$ hardly change with $L$, one calculation in a small cell of height $L_s$ forecasts $\Phi$ in a taller one:
\begin{equation}
\Phi(L)\simeq\Phi(L_s)+AM\left(\frac1{L_s}-\frac1L\right).
\label{forecast}
\end{equation}
This drops the small change of the background potential within the slab orbital.

\section{The model to be solved}

The host is a fixed well $U(z)=-U_0e^{-z^2/b^2}$. The doping electrons are treated in the Hartree approximation, with vertical mass $m$ equal to the free-electron mass. Every subband $i$ has the constant density of states $g=m/(\pi\hbar^2)$, spin included. Two valleys of in-plane mass $m/2$ would give the slab the same $g$. With subband bottoms $E_i$ and normalised orbitals $\psi_i$,
\begin{equation}
n_i=g\max(0,\mu-E_i),\qquad \sum_i n_i=n,\qquad n_e=\sum_i n_i\psi_i^2 .
\label{fill}
\end{equation}
At temperature $T$, integrating the Fermi function over the constant density of states gives $n_i=gk_BT\ln[1+e^{(\mu-E_i)/k_BT}]$ instead.

\section{Why the naive loop fails}

The obvious scheme solves the Schr\"odinger equation, computes the density, solves Eq.~\eqref{poisson}, and mixes a fraction $\alpha$ of the new potential into the old. With all electrons held in the slab this can work, as a test below shows for $\alpha=0.5$. Above the onset, charge can move between slab and vacuum.

Suppose the input has $\Delta$ too many electrons per area in the vacuum and as many too few in the slab. Treat both layers as sheets. By symmetry the field of this pair carries $\Delta/2$ to each side, so over the distance $L/2$ the vacuum level rises relative to the slab level by
\begin{equation}
\frac{e^2}{\varepsilon_0}\,\frac{\Delta}{2}\,\frac L2=\frac{e^2L\Delta}{4\varepsilon_0}.
\end{equation}
Let one slab subband $E_s$ and one vacuum subband $E_v$ be filled. Subtracting $n_s=g(\mu-E_s)$ from $n_v=g(\mu-E_v)$ and using $n_s+n_v=n$ gives
\begin{equation}
n_v=\frac n2+\frac g2(E_s-E_v).
\end{equation}
The output error is therefore $-G\Delta$, with
\begin{equation}
G=\frac{ge^2L}{8\varepsilon_0}.
\end{equation}
Mixing leaves $(1-\alpha)\Delta-\alpha G\Delta=[1-\alpha(1+G)]\Delta$. The error shrinks only if $\alpha<2/(1+G)$.

For $g=4.177\ \mathrm{eV^{-1}nm^{-2}}$, $e^2/\varepsilon_0=18.10$ eV\,nm and $L=6.0$ nm, this sheet estimate gives $G\simeq57$ and $\alpha<0.035$. The limit is approximate, because the real vacuum layer is not a thin sheet and the slab screens part of the drop: the full linear response of the model at this height gives $G\simeq42$ and $\alpha<0.047$, and mixing indeed converges at $\alpha=0.04$ and fails at $0.05$. With an ordinary mixing fraction a small error grows until the charge sloshes back and forth between slab and vacuum without settling. A safe one makes errors to which the density hardly responds decay by only a few per cent per cycle. The remedy is to tell the solver how the density responds.

\section{A scheme that knows the response}

\subsection{One maximum}

Let $K$ denote the operator on the left of Eq.~\eqref{poisson}, and let $E_{\rm el}[V_H]$ be the lowest energy per area of $n$ independent electrons in $U+V_H$. Consider
\begin{equation}
F[V_H]=E_{\rm el}[V_H]-\frac nL\int V_H\,dz-\frac12\int V_HKV_H\,dz .
\end{equation}
A first-order change of potential changes $E_{\rm el}$ by $\int n_e\,\delta V_H\,dz$, so the gradient of $F$ is
\begin{equation}
r=n_e-\frac nL-KV_H ,
\end{equation}
which vanishes at self-consistency.

For each trial state the energy is linear in $V_H$, and a minimum over linear functions is concave. The middle term of $F$ is linear. Integration by parts gives $\int V_HKV_H\,dz=(\varepsilon_0/e^2)\int\varepsilon(V_H')^2dz$, which is positive unless $V_H$ is constant. Hence $F$ is strictly concave apart from a constant shift, and this mean-field model has at most one self-consistent potential of zero mean. Slab-filled and vacuum-filled solutions cannot coexist at the same $L$.

\subsection{The Newton step}

Let the potential change by $p(z)$, and write $p_{ij}=\int\psi_ip\,\psi_j\,dz$. Each level shifts by $p_{ii}$. With $\theta_i=g$ for filled subbands and zero otherwise, Eq.~\eqref{fill} gives $\delta n_i=\theta_i(\delta\mu-p_{ii})$. Fixed electron number requires $\sum_i\delta n_i=0$, so
\begin{equation}
\delta\mu=\frac{\sum_i\theta_ip_{ii}}{\sum_i\theta_i}.
\end{equation}
First-order perturbation theory supplies the change of the orbitals. Together,
\begin{equation}
\chi p=\sum_i\theta_i(\delta\mu-p_{ii})\psi_i^2
+2\sum_i n_i\psi_i\sum_{j\ne i}\frac{p_{ji}}{E_i-E_j}\psi_j .
\end{equation}
The first sum contains the transfer between slab and vacuum that defeated simple mixing. Requiring the linearised gradient $r+\chi p-Kp$ to vanish gives
\begin{equation}
(K-\chi)p=r .
\label{newton}
\end{equation}

A constant $p$ is annihilated by both $K$ and $\chi$. On $N$ grid points, adding $1/N$ to every matrix element removes this singularity. Summing the equations over the grid leaves $\sum_jp_j=0$, because $r$ and $(K-\chi)p$ each sum to zero. The step thus keeps the mean of $V_H$ at zero.

A full step can overshoot when a subband starts or stops being filled. Along the step, the slope $s(t)=\int p\,r[V_H+tp]\,dz$ can only fall with $t$, since $F$ is concave. The full step is taken if $s(1)\ge-0.1\,s(0)$. Otherwise $t$ is bisected until $|s(t)|\le0.1\,s(0)$. This is a practical safeguard, not a proof of convergence from every start.

\subsection{Grid and search}

With an odd number $N$ of equally spaced points, the periodic Fourier derivative matrix is
\begin{equation}
D_{jk}=\frac{\pi}{L}\frac{(-1)^{j-k}}{\sin[\pi(j-k)/N]}\quad(j\ne k),\qquad D_{jj}=0 .
\end{equation}
It serves both equations: the kinetic matrix is $(\hbar^2/2m)D^TD$ and $K=(\varepsilon_0/e^2)D^T\varepsilon D$. An even grid would also carry a point-to-point alternating pattern of zero derivative, which $K$ could not see. If the eigenvector components satisfy $\sum_jc_j^2=1$, then $\psi^2=c^2/h$ with spacing $h=L/N$.

The procedure is:
\begin{enumerate}
\item Choose $L$ and $N$, and start from $V_H=0$.
\item Diagonalise, find $\mu$ from $\sum_in_i=n$, and form $n_e$ and $r$.
\item Stop if $h\sum_j|r_j|<10^{-9}\ \mathrm{nm^{-2}}$. Otherwise solve Eq.~\eqref{newton}, choose $t$, update $V_H$ and return to 2.
\item Take as $E_v$ the lowest state with more than half its weight at $|z|>L/4$.
\item Vary $L$ at fixed $N$ until $E_v-\mu=0$. Equations \eqref{onset} and \eqref{forecast} supply the centre of the search interval, here $\pm7\%$ wide, but do not enter the root condition.
\end{enumerate}

\section{A worked case}

Take $n=5\times10^{13}\ \mathrm{cm^{-2}}$, $U_0=5.5$ eV, $b=0.3$ nm and $\varepsilon_s=5$. Then $A=9.048$ eV/nm and $M=(0.045\ \mathrm{nm^2})\ln5=0.0724\ \mathrm{nm^2}$. A cell of $2.5$ nm gives $\Phi=5.337$ eV. At $L=5.0$ nm, Eq.~\eqref{forecast} adds $9.048\times0.0724\times(0.4-0.2)=0.131$ eV, making $5.468$ eV. With $\hbar\omega/2=0.186$ eV,
\begin{equation}
L_c\simeq\frac{8(5.468+0.186)}{9.048}\ \mathrm{nm}=5.00\ \mathrm{nm}.
\end{equation}
The self-consistent search gives $L_c=5.003$ nm, or $50.03$ \AA, against an unrounded forecast of $4.999$ nm. There $\Phi=5.472$ eV, about $0.004$ eV above the forecast, which is the combined effect of the terms dropped.

Measured from $V_c$, the slab subband begins at $0.066$ eV, while the Fermi level and the vacuum subband coincide at $0.186$ eV. The slab filling is $n/g=0.5/4.177=0.120$ eV, as the difference requires. The barrier top lies $3.04$ eV above the Fermi level, and a WKB estimate of transmission through the barrier is $6\times10^{-10}$. Slab and vacuum states are therefore well separated.

Two tests address the numerical onset. At the same $L_c$, refining the spacing from about $0.045$ to $0.03$ nm leaves $|E_v-\mu|$ below $10^{-11}$ eV. A separate finite-difference solution on 800 points of the half cell, with all electrons held in the slab and simple mixing at $\alpha=0.5$, gives $E_v-\mu=1.6\times10^{-5}$ eV.

The Newton scheme was also tested at $1.2L_c$, where mixing is delicate. It takes 4 steps from $V_H=0$. From $V_H=5\cos(2\pi z/L)$ eV, which favours the vacuum, it takes 5 and reaches the same potential to within $10^{-6}$ eV.

The onset is sharp in $L$. Differentiating $\Phi+\hbar\omega/2-AL/8$, with $\Phi'=AM/L^2$ and $\omega\propto L^{-1/2}$, gives the closing rate of the gap,
\begin{equation}
\frac A8-\frac{AM}{L^2}+\frac{\hbar\omega}{4L}
=1.1309-0.0262+0.0186=1.1233\ \mathrm{eV/nm}.
\end{equation}
The computed average over the last 2\% below $L_c$ is $1.122$ eV/nm.

\section{Other densities and taller cells}

At $3\times10^{13}$, $5\times10^{13}$ and $1\times10^{14}\ \mathrm{cm^{-2}}$, with the host fixed, $L_c$ is $7.49$, $5.00$ and $3.09$ nm. Doubling the density from the middle value divides $L_c$ by $1.62$, not by 2. Equation~\eqref{offset} shows why: $\Phi$ contains $A\delta$, which contributes $8\delta\simeq1.37$ nm to $L_c$, a length that does not shrink as $1/n$. This term alone would give a ratio of $1.57$; the zero-point, band-filling, $M$ and orbital terms add lengths of $0.04$ to $0.2$ nm that partly cancel and supply the rest. In the dilute limit this length becomes negligible and $L_c\to8\varepsilon_0\Phi_0/(e^2n)$, where $\Phi_0$ is the binding depth of the undoped slab level, $4.13$ eV here. The zero-point term drops out too: with $L_c\propto1/A$, $\hbar\omega$ is proportional to $A$.

Above $L_c$, let a fraction $y$ of the electrons sit in the vacuum. If their kinetic energy is neglected, they neutralise the background over a central width $yL$ and flatten the potential there. The parabola then rises only over the remaining distance $(1-y)L/2$ to the slab, so its height is
\begin{equation}
\frac{A}{2L}\left[\frac{(1-y)L}{2}\right]^2=\frac{AL(1-y)^2}{8}.
\end{equation}
Holding this equal to its onset value $AL_c/8$ gives
\begin{equation}
y\simeq1-\sqrt{L_c/L}.
\end{equation}
At $1.5L_c$ this predicts $18.4\%$ and the solver finds $21.6\%$. At $3L_c$ it predicts $42.3\%$, and the solver finds $45.6\%$ at $|z|>L/4$. This count is a lower bound, because the vacuum layer is then nearly half a cell wide and its edges can reach closer to the slab. The sign of the excess agrees with the loss of slab charge, which reduces the $A\delta$ part of $\Phi$ and lets more charge escape; the separate contributions were not resolved.

In this estimate the slab keeps a share $\sqrt{L_c/L}$ of the electrons, which tends to zero as the cell grows. By this reasoning, enlarging the cell at fixed $n$ does not approach an isolated doped slab: it drains the slab.

\section{Reading the height for a real channel}

The parameters lie in the rough regime of an ion-gated dichalcogenide monolayer: an electron affinity near 4 eV, a thickness of a few tenths of a nanometre, and densities of $10^{13}$ to $10^{14}\ \mathrm{cm^{-2}}$. In the symmetric cell the thin-sheet surface field is $A/(2e)$, or 45 MV/cm, on each side. A gate on one side only would put the whole field on that side, twice as large if the gap were vacuum. A real device breaks the background assumption: its countercharge sits in a gate or electrolyte, so the parabolic pocket is absent and $L_c$ is a limit on the calculation, not a device length.

Within the cell calculation, temperature and omitted interactions move the number. At 300 K the vacuum already holds $0.1\%$ of the doping electrons at $4.89$ nm, and about $1\%$ at the zero-temperature $L_c$. Local three-dimensional exchange among the doping electrons, averaged over the slab orbital, lowers the slab level by $0.32$ eV if divided by the local $\varepsilon(z)$ and by $1.42$ eV if unscreened. Divided by the closing rate, these shifts raise $L_c$ by $0.28$ and $1.27$ nm. The first value overstates the screening, because the field lines of so thin a slab run largely through vacuum: exchange of the two-dimensional subband at the Fermi level, with the interaction obtained from Poisson's equation in $\varepsilon(z)$, is $0.70$ eV for one valley and $0.58$ eV for two, or $0.5$ to $0.6$ nm in $L_c$. Image attraction, estimated from the nearest image alone in a thick dielectric on each side, lowers the vacuum level by $0.19$ eV and $L_c$ by $0.17$ nm. Summing all images reduces this to $0.15$ eV. Thin slabs screening only through their bound charge give about $0.07$ eV; treating the doped slabs as conducting sheets and summing all images gives $e^2\ln2/(4\pi\varepsilon_0L_c)\simeq0.20$ eV. These are first-order sizes, not self-consistent corrections. They make $5$ nm uncertain by several tenths of a nanometre at least, although the model equations are solved far more finely.

For a symmetric slab in a uniform background, a usable cell must therefore stay below $L_c$ by a margin covering the thermal tail and any effect that lowers $L_c$, such as image attraction where the calculation includes it. Exchange in the slab raises $L_c$, but a local exchange potential also attracts the first vacuum electrons, as $-n_e^{1/3}$, and the uniqueness proved for the Hartree model is then lost: in this model a vacuum-filled solution of lower energy appears about $0.1$ nm below the height at which the empty vacuum level meets $\mu$, and the margin must cover this too. The cell must also be tall enough to separate neighbouring slabs. If the two demands conflict, the countercharge can be placed differently, or a sufficiently high potential barrier added in the vacuum can keep the electrons in the slab. The numerical output gives the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
doping density: 5.00e+13 cm^-2
host well depth: 5.50 eV; Gaussian length: 0.30 nm
peak slab permittivity: 5.0
A = e^2 n/eps0: 9.0476 eV/nm
density of states per subband: 4.177e+14 /(eV cm^2)
permittivity moment M: 0.07242 nm^2
safe cell height: 2.50 nm; Phi there: 5.3366 eV
forecast onset height: 4.9987 nm
self-consistent onset height Lc: 5.0026 nm = 50.026 angstrom
grid points at Lc: 111; Newton steps: 4
Phi at Lc: 5.4720 eV
thin-sheet drop A*Lc/8: 5.6577 eV
vacuum level spacing hw: 0.3712 eV; half of it: 0.1856 eV
energies at Lc, from the potential at the vacuum centre:
  slab subband bottom: 0.0659 eV
  Fermi level: 0.1856 eV
  vacuum subband bottom: 0.1856 eV
  barrier top: 3.2259 eV
vacuum level minus Fermi level, finer grid: -4.8e-12 eV
same, separate finite-difference solver: 1.6e-05 eV
vacuum level minus Fermi level at 0.98 Lc: 0.1123 eV
closing rate of that gap below Lc: 1.1222 eV/nm; A/8: 1.1309 eV/nm
vacuum fraction at 1.2 Lc: 10.93 %
Newton steps at 1.2 Lc: 4; from hostile start: 5
vacuum fraction at 1.5 Lc: 21.56 %; estimate: 18.35 %
vacuum fraction at 3.0 Lc: 45.61 %; estimate: 42.26 %
n = 3.0e+13 cm^-2: forecast 7.4820 nm, Lc 7.4868 nm
n = 5.0e+13 cm^-2: forecast 4.9987 nm, Lc 5.0026 nm
n = 1.0e+14 cm^-2: forecast 3.0861 nm, Lc 3.0880 nm
neglected or idealised effects at the main density:
  vacuum fraction at Lc and 300 K: 0.969 %
  height for 0.1 % in vacuum at 300 K: 4.886 nm
  slab exchange lowering, unscreened: 1.423 eV, Lc up 1.27 nm
  same, screened: 0.319 eV, Lc up 0.28 nm
  image lowering, thick-slab estimate: 0.192 eV, Lc down 0.17 nm
  slab band filling: 0.1197 eV
  thin-sheet surface field: 45.2 MV/cm
  WKB barrier transmission at the Fermi level: 5.7e-10
\end{verbatim}
